\section*{Bounds on periodic permittivity from two boundary conditions on one cell, part 2}

Three solvers compute an effective permittivity for one rectangular unit cell $Y$ (boundary $\partial Y$, outward normal $\mathbf n$) of a periodic insulator. The local static permittivity $\varepsilon(\mathbf x)$, relative to vacuum, is real, symmetric and positive; the medium is linear, with negligible loss and no free charge. With $\mathbf D$ in units of the vacuum permittivity $\varepsilon_0$, $\mathbf E=-\nabla\phi$, $\mathbf D=\varepsilon\mathbf E$ and $\nabla\cdot\mathbf D=0$. Angle brackets are averages over $Y$, and each solver reports the tensor in
\begin{equation}
\langle\mathbf D\rangle=\varepsilon_{\rm eff}\langle\mathbf E\rangle ,
\label{eq:def}
\end{equation}
called $\varepsilon_L$, $\varepsilon_P$ or $\varepsilon_N$ for linear potential (L), periodic (P) or uniform normal displacement (N) on $\partial Y$.

All three are compared at the same mean field $\mathbf E_0$, with $\phi=-\mathbf E_0\cdot\mathbf x+w$. The correction $w$ vanishes on $\partial Y$ for L, is periodic for P, and has $\langle\nabla w\rangle=0$ for N. These spaces are nested, $V_L\subset V_P\subset V_N$. The solutions $w_L$, $w_P$, $w_N$ minimize $J(w)=\langle(\mathbf E_0-\nabla w)\cdot\varepsilon(\mathbf E_0-\nabla w)\rangle$, each over its own space $V$:
\begin{equation}
\mathbf E_0\cdot\varepsilon_{\rm eff}\mathbf E_0=\min_{w\in V}J(w).
\label{eq:min}
\end{equation}
The stored energy density is $\tfrac12\varepsilon_0J$ at the minimizer. For N, the minimizer has $\mathbf D\cdot\mathbf n=\langle\mathbf D\rangle\cdot\mathbf n$ on $\partial Y$. About a minimizer $w$, for every $v\in V$,
\begin{align}
J(w+v)&=\langle(\mathbf E-\nabla v)\cdot\varepsilon(\mathbf E-\nabla v)\rangle\nonumber\\
&=\langle\mathbf E\cdot\varepsilon\mathbf E\rangle-2\langle\nabla v\cdot\varepsilon\mathbf E\rangle+\langle\nabla v\cdot\varepsilon\nabla v\rangle\nonumber\\
&=J(w)+\langle\nabla v\cdot\varepsilon\nabla v\rangle .
\label{eq:expand}
\end{align}
Loosely put, L overestimates the periodic permittivity and N underestimates it. What was proved, for every $\mathbf E_0$, is
\begin{equation}
\boxed{\ \mathbf E_0\cdot\varepsilon_N\mathbf E_0\le\mathbf E_0\cdot\varepsilon_P\mathbf E_0\le\mathbf E_0\cdot\varepsilon_L\mathbf E_0\ }
\label{eq:main}
\end{equation}
An inequality between tensors, such as $\varepsilon_N\le\varepsilon_P\le\varepsilon_L$, is meant in this sense of quadratic forms.

Q: ``Overestimate'' suggests a strict inequality. You proved only $\le$.

A: Equality does occur, and the expansion shows when. Take $w_P$ as the minimizer and $v=w_L-w_P$, which is periodic:
\begin{equation}
\mathbf E_0\cdot(\varepsilon_L-\varepsilon_P)\mathbf E_0
=\langle\nabla(w_L-w_P)\cdot\varepsilon\nabla(w_L-w_P)\rangle .
\label{eq:gapL}
\end{equation}
Likewise, expanding about $w_N$ with $v=w_P-w_N\in V_N$,
\begin{equation}
\mathbf E_0\cdot(\varepsilon_P-\varepsilon_N)\mathbf E_0
=\langle\nabla(w_P-w_N)\cdot\varepsilon\nabla(w_P-w_N)\rangle .
\label{eq:gapN}
\end{equation}
The upper gap is zero if and only if $w_P$ is constant on $\partial Y$. If the gap is zero, $w_P$ differs from $w_L$ by a constant; conversely, if $w_P$ is a constant on $\partial Y$, subtracting that constant puts it in $V_L$, where it must be the minimizer. The lower gap is zero if and only if the periodic solution already has $\mathbf D\cdot\mathbf n=\langle\mathbf D\rangle\cdot\mathbf n$ on $\partial Y$. If it has, it solves problem N at the same mean field, and the gap is zero. Conversely, a zero gap in \eqref{eq:gapN} forces $\nabla w_P=\nabla w_N$, so the two solutions have the same $\mathbf D$.

Q: Show me a material in which both kinds of equality appear.

A: Take a two-dimensional square cell with two layers of equal thickness, permittivities 1 and 4, stacked along $x$. For a periodic field along $x$, $D_x$ is uniform and $E_x=D_x/\varepsilon$. Along $y$, $E_y$ is uniform. Thus
\begin{align}
\varepsilon_{P,xx}&=\Big(\tfrac12\cdot1+\tfrac12\cdot\tfrac14\Big)^{-1}=1.6,\\
\varepsilon_{P,yy}&=\tfrac12\cdot1+\tfrac12\cdot4=2.5 .
\end{align}
With the field along $x$ the normal displacement is uniform on each face, so $\varepsilon_{N,xx}=1.6$. The potential along the faces parallel to $x$ is a broken line, not a straight one, so $\varepsilon_{L,xx}$ is larger. With the field along $y$ the potential is linear and $\varepsilon_{L,yy}=2.5$, but $D_y$ jumps between the layers, so $\varepsilon_{N,yy}$ is smaller. Bilinear finite elements on a $20\times20$ grid give $\varepsilon_{L,xx}\approx2.05$ and $\varepsilon_{N,yy}\approx1.95$.

Q: A periodic material has no preferred unit cell. If I slide the window, do the bounds stay put?

A: The periodic value does. The same periodic field solves the problem in every shifted window, and its average over one full period does not depend on where the period starts. The other two values generally change, because their conditions are imposed on a different surface through the material. Each window still gives a valid pair of bounds.

Q: Can I tighten them by taking a block of several cells?

A: Doubling the block in each direction cannot make either bound worse. For L, place the small-block solution in every sub-block. Its $w$ vanishes on the sub-block boundaries, so the pieces join continuously and form an admissible $w$ for the large block with the same mean energy. The large-block minimum is no higher.

For N, restrict the large-block solution to sub-block $k$, where its mean field is some $\mathbf E_k$. The average of the $\mathbf E_k$ over sub-blocks, written with a bar, is $\mathbf E_0$. The energy in sub-block $k$ is at least $\mathbf E_k\cdot\varepsilon_N\mathbf E_k$, with $\varepsilon_N$ the small-block tensor. Positivity gives
\begin{equation}
0\le\overline{(\mathbf E_k-\mathbf E_0)\cdot\varepsilon_N(\mathbf E_k-\mathbf E_0)}
=\overline{\mathbf E_k\cdot\varepsilon_N\mathbf E_k}-\mathbf E_0\cdot\varepsilon_N\mathbf E_0 ,
\end{equation}
since the two cross terms add to $-2\mathbf E_0\cdot\varepsilon_N\mathbf E_0$. The large-block value is therefore no lower.

Q: A numerical solver has errors of its own. Could they not exceed the gaps you want to show?

A: They could, so I bracket each value. Finite-element potentials form a subset of the admissible ones, so their minimum lies at or above the true one. A value from below needs a second description. In two dimensions put
\begin{equation}
\mathbf D=R\nabla\psi,\qquad R=\begin{pmatrix}0&-1\\1&0\end{pmatrix},
\end{equation}
so that $\mathbf D=(-\partial_y\psi,\partial_x\psi)$ is free of divergence. The condition that $\mathbf E$ be a gradient is
\begin{equation}
0=\partial_xE_y-\partial_yE_x=\nabla\cdot(R^{T}\mathbf E)
=\nabla\cdot(\varepsilon'\nabla\psi),\qquad \varepsilon'=R^{T}\varepsilon^{-1}R .
\end{equation}
This is again a dielectric problem, with $\psi$ as potential. A uniform normal displacement fixes the derivative of $\psi$ along the boundary and makes $\psi$ linear there. A linear $\phi$ fixes the tangential part of $\mathbf E$, which is the normal part of $R^T\mathbf E$. So L and N change places, while P stays P.

Averaging $R^T\mathbf E=\varepsilon'\nabla\psi$ and using $\nabla\psi=R^T\mathbf D$ gives $R^T\langle\mathbf E\rangle=\varepsilon'_{\rm eff}R^T\langle\mathbf D\rangle$. Hence
\begin{equation}
\varepsilon_{\rm eff}=R(\varepsilon'_{\rm eff})^{-1}R^{T}.
\end{equation}
Finite elements for $\psi$ overestimate $\varepsilon'_{\rm eff}$, and the inverse then underestimates $\varepsilon_{\rm eff}$.

Q: Does inversion reverse the order for tensors, as it does for numbers?

A: Yes. For a positive symmetric $B$, the expression $2\mathbf d\cdot\mathbf e-\mathbf e\cdot B\mathbf e$ is greatest at $\mathbf e=B^{-1}\mathbf d$, where it equals $\mathbf d\cdot B^{-1}\mathbf d$. If $A\le B$, then
\begin{equation}
\mathbf d\cdot B^{-1}\mathbf d=\max_{\mathbf e}(2\mathbf d\cdot\mathbf e-\mathbf e\cdot B\mathbf e)
\le\max_{\mathbf e}(2\mathbf d\cdot\mathbf e-\mathbf e\cdot A\mathbf e)=\mathbf d\cdot A^{-1}\mathbf d .
\end{equation}

Q: Then give me numbers for something like a low-$k$ film.

A: Take parallel square channels of side 3 nm and period 5 nm in walls of relative permittivity $k=4$, a rough value for dense silica. The pores are empty, $k=1$, and the field lies across the channels. The porosity is $3^2/5^2=36\%$. I use two windows of this one material: in the first the pore is centred, and in the second, shifted by half a period both ways, the boundary cuts the pores. By square symmetry each transverse tensor is a single number. On a $100\times100$ grid, the upper and lower values differ by less than 0.001 in every case, and their midpoints are as follows.

\begin{center}
\begin{tabular}{lccc}
Window & $k_N$ & $k_P$ & $k_L$\\
\hline
Pore centred & 2.531 & 2.558 & 2.569\\
Pores cut & 2.221 & 2.558 & 2.698
\end{tabular}
\end{center}

In each window the three numerical brackets do not overlap, so the order is strict here, apart from computer rounding. Relative to the periodic value, N and L err by $-1.1\%$ and $+0.4\%$ in the first window, and by $-13\%$ and $+5.5\%$ in the second.

Q: Why is the second window so much worse?

A: By \eqref{eq:gapL} and \eqref{eq:gapN}, the errors measure how far the periodic solution is from meeting the imposed boundary condition. In the first window the boundary runs through wall material alone. In the second it passes between wall and pore, where I expect a less linear potential and a less uniform normal displacement. That reading fits the numbers, but I have not evaluated the boundary fields separately.

The mean periodic fields inside are known. In units of the applied field they are 1.335 in the pore and 0.812 in the wall. They reproduce both averages:
\begin{align}
0.36\times1.335+0.64\times0.812&\approx1.00,\\
0.36\times1\times1.335+0.64\times4\times0.812&\approx2.56 .
\end{align}
The first is the mean field and the second the mean displacement, hence $k_P$.

Q: And larger blocks of the bad window?

A: With 20 elements per period held fixed, the finite-element potentials give $k_P=2.561$ and these values:

\begin{center}
\begin{tabular}{lcc}
Block & $k_N$ & $k_L$\\
\hline
$1\times1$ & 2.227 & 2.704\\
$2\times2$ & 2.382 & 2.633\\
$4\times4$ & 2.468 & 2.597
\end{tabular}
\end{center}

Each doubling roughly halves the distance to $k_P$. A boundary layer whose share of the block falls as the inverse of its width would behave so; I offer that as an explanation, not as a proof. At four periods, 20 nm, the errors relative to $k_P$ on this grid are still $-3.6\%$ and $+1.4\%$. The grid is coarse: its $1\times1$ entries lie about 0.006 above the finer values given earlier, and refinement moves the four-period errors to about $-3.7\%$ and $+1.4\%$.

Q: A real capacitor has metal plates on two sides. Which of your three conditions is that?

A: None of them. Suppose flat plates bound the block on two opposite faces, the structure repeats sideways, and $\mathbf E_0$ is normal to the plates. Then $w$ vanishes on the plates and is periodic sideways. Such functions contain $V_L$ and are contained in $V_P$, so the plate value lies between $\varepsilon_P$ and $\varepsilon_L$ for that field direction. It equals the periodic value when the local permittivity is isotropic and the plates lie on mirror planes of the structure, because reflection then makes the periodic potential constant on each plate. Both windows of the channel example are of this kind, so plates on their faces would give $k_P$ itself.

Q: How close is your model to a film in a chip?

A: It is closest to ordered porous silica. Porous organosilicate films used between metal lines have permittivities of roughly 2.5, near the model's 2.56, but the agreement is partly a matter of my choice of porosity. Their pores are mostly disordered and often nearer 1--2 nm, so the 3 nm channels are large, and their walls have a lower permittivity than silica. The assumption with the largest effect among those I sized is that the pores are dry. A 0.1 nm water film on the pore walls, given the bulk value of roughly 80, raises $k_P$ from 2.56 to about 4.5, or by 78\%. Such a film is thinner than a water molecule, so the bulk value is doubtful and the result indicates sensitivity, not a predicted uptake.

Q: What about the walls themselves? They are only 2 nm thick.

A: A local permittivity is doubtful at that scale. If the outer 0.3 nm of wall next to the pore has $k=3$ instead of 4, an assumed value, $k_P$ falls to 2.43, a change of $-5\%$. Orientation matters more: along the channels the field is uniform, and $k=0.64\times4+0.36\times1=2.92$, which is 14\% above the transverse value. A rise of 80 K, with a rough coefficient of $10^{-4}$ per kelvin for the wall permittivity and fixed geometry, adds 0.6\%. Atomic-scale nonlocality and disorder are not sized here.

Q: Do the fields in use respect your linear, loss-free assumptions?

A: For 1 V across 20 nm the applied field is
\begin{equation}
\frac{1\ \mathrm V}{20\times10^{-7}\ \mathrm{cm}}=0.5\ \mathrm{MV/cm},
\end{equation}
a tenth of a rough breakdown field of 5 MV/cm. The mean pore field is $1.335\times0.5\approx0.67$ MV/cm, which gives 0.2 V across a 3 nm pore. An electron starting at rest would gain 0.2 eV there, far below the more than 10 eV needed to ionize nitrogen or oxygen. These are mean fields; they do not bound the peaks at pore corners. At the ideally sharp corners of this model the local field has no upper limit, so a peak field to compare with breakdown would need the real, rounded corner shape.

For leakage, compare conduction with displacement current. Their ratio is $1/(2\pi f\varepsilon_0k_P\rho)$, with frequency $f$ and resistivity $\rho$. At 1 GHz and a rough $\rho=10^{14}\ \Omega\,$cm it is $7\times10^{-12}$. Conduction is negligible under those conditions. This does not size dipolar loss, which a wet film may have.

Q: Suppose I can run only the two non-periodic solvers. What may I safely report?

A: Report the interval. For this model the centred window places $k_P$ between 2.53 and 2.57, and the cut window between 2.22 and 2.70. Since $k_P$ is the same for both windows, you may keep the highest lower bound and the lowest upper bound, here both from the centred window. The midpoint of an interval has no special standing: in both windows $k_P$ lies nearer to $k_L$ than to $k_N$. If the solvers use finite elements for the potential, and the mesh and integration represent the permittivity exactly, as they do for the square pores here, their $k_L$ remains a safe upper bound, but their $k_N$ lies at or above the true $k_N$, by an amount that depends on the mesh (under 0.001 on the $100\times100$ grid here, about 0.006 for the cut window with 20 elements per period), so it is not by itself a safe lower bound. A curved pore on a coarse mesh adds a geometric error of either sign. A certified lower bound needs a value from below, which the stream function supplies here.
